# Why ultrapure water has a finite Debye length: test program

```python
"""
Result under test: autoionisation alone gives pure water a finite Debye length
    lambda_w = sqrt(eps * kB * T / (2 * e^2 * NA * sqrt(Kw))), about 1 micrometre,
and no equilibrium ion mixture at the same T, eps and Kw has a longer one.
Symbols: eps = permittivity of water, Kw = c_H * c_OH (mol^2/m^6),
c = concentration (mol/m^3), y = e*phi/(kB*T) = reduced potential.
The nonlinear Poisson-Boltzmann equation is solved numerically, and decay
lengths and fields read from its solutions are compared with the formulas.
"""
import numpy as np
from scipy.constants import e, k, N_A, epsilon_0, pi
from scipy.integrate import solve_bvp
from scipy.optimize import brentq

T = 298.15
eps_r = 78.0
Kw = 1.0e-8
eps = eps_r * epsilon_0
um = 1.0e-6


def equilibrium_ions(charges, concentrations, kw=Kw):
    """Solve neutrality for c_H; return c_H and the sum of z^2 c."""
    z = np.asarray(charges, dtype=float)
    c = np.asarray(concentrations, dtype=float)
    fixed_charge = float(np.sum(z * c))

    def net_charge(log_h):
        h = np.exp(log_h)
        return h - kw / h + fixed_charge

    h = np.exp(brentq(net_charge, np.log(1e-12), np.log(1e3)))
    return h, h + kw / h + float(np.sum(z**2 * c))


def debye_length(z2c_sum):
    return np.sqrt(eps * k * T / (e**2 * N_A * z2c_sum))


def solve_potential(length_um, y_left, y_right, n0):
    """Nonlinear Poisson-Boltzmann solution; position in micrometres."""
    def rhs(x, u):
        charge_density = e * n0 * (np.exp(-u[0]) - np.exp(u[0]))
        curvature = -e * charge_density / (eps * k * T) * um**2
        return np.vstack((u[1], curvature))

    def ends(ua, ub):
        return np.array([ua[0] - y_left, ub[0] - y_right])

    x = np.linspace(0.0, length_um, 801)
    left, right = y_left * np.exp(-x), y_right * np.exp(x - length_um)
    guess = np.vstack((left + right, right - left))
    result = solve_bvp(rhs, ends, x, guess, tol=1e-9, max_nodes=50000)
    assert result.success, result.message
    return result.sol


# Bulk ions from neutrality and mass action, and the closed formula
c_w, pure_sum = equilibrium_ions([], [])
n0 = N_A * c_w
lam = np.sqrt(eps * k * T / (2 * e**2 * N_A * np.sqrt(Kw)))
assert abs(debye_length(pure_sum) / lam - 1) < 1e-9
assert abs(lam / um - 1.0) < 0.1
bjerrum = e**2 / (4 * pi * eps * k * T)
ions_in_sphere = 4 / 3 * pi * lam**3 * 2 * n0
assert bjerrum / lam < 1e-2 and ions_in_sphere > 100

print(f"temperature: {T:.2f} K")
print(f"relative permittivity (input): {eps_r:.0f}")
print(f"ion product Kw (input): {Kw:.1e} mol^2/m^6")
print(f"thermal voltage kB*T/e: {1e3 * k * T / e:.2f} mV")
print(f"H+ concentration in pure water: {c_w:.3e} mol/m^3")
print(f"number density of each ion: {n0:.3e} 1/m^3")
print(f"Debye length of pure water: {lam / um:.3f} um = {lam * 1e9:.0f} nm")
print(f"Bjerrum length: {bjerrum * 1e9:.3f} nm")
print(f"Bjerrum length / Debye length: {bjerrum / lam:.2e}")
print(f"ions in a sphere of radius one Debye length: {ions_in_sphere:.0f}")

# A single charged wall: tail length and distance to 1/e of wall potential
for wall_mV in (10.0, 100.0):
    y0 = e * wall_mV * 1e-3 / (k * T)
    sol = solve_potential(20.0, y0, 0.0, n0)
    tail = 4.0 / np.log(sol(4.0)[0] / sol(8.0)[0])
    fall = brentq(lambda x: sol(x)[0] - y0 / np.e, 0.0, 5.0)
    fall_formula = lam / um * np.log(
        np.tanh(y0 / 4) / np.tanh(y0 / (4 * np.e)))
    assert abs(tail / (lam / um) - 1) < 1e-3
    assert abs(fall / fall_formula - 1) < 1e-4
    print(f"wall {wall_mV:.0f} mV: reduced wall potential {y0:.3f}")
    print(f"wall {wall_mV:.0f} mV: numerical tail length {tail:.3f} um")
    print(f"wall {wall_mV:.0f} mV: 1/e distance {fall:.3f} um")

# Gap between blocking electrodes: midplane field relative to V/L
gap_mV = 10.0
v = e * gap_mV * 1e-3 / (k * T)
print(f"voltage across each gap: {gap_mV:.0f} mV")
for gap in (0.1, 1.0, 10.0):
    sol = solve_potential(gap, -v / 2, v / 2, n0)
    ratio = sol(gap / 2)[1] * gap / v
    s = gap * um / (2 * lam)
    # the linear formula omits terms of relative order v^2/200
    assert abs(ratio / (s / np.sinh(s)) - 1) < 2e-3
    print(f"gap {gap:.1f} um: midplane field / (V/L) = {ratio:.4f}")

# Added 1:1 salt and added strong monovalent acid
for c_s in (1e-4, 1e-3, 1.0):
    found = debye_length(equilibrium_ions([1, -1], [c_s, c_s])[1])
    assert abs(found / (lam / np.sqrt(1 + c_s / np.sqrt(Kw))) - 1) < 1e-8
    print(f"1:1 salt {c_s:.0e} mol/m^3: Debye length {found / um:.4f} um")
c_a = 1e-3
h_acid, acid_sum = equilibrium_ions([-1], [c_a])
h_formula = c_a / 2 + np.sqrt(c_a**2 / 4 + Kw)
assert abs(h_acid / h_formula - 1) < 1e-8
assert abs(acid_sum / (2 * h_formula) - 1) < 1e-8
print(f"strong acid {c_a:.0e} mol/m^3: H+ {h_acid:.3e} mol/m^3")
print(f"strong acid {c_a:.0e} mol/m^3: Debye length "
      f"{debye_length(acid_sum) / um:.4f} um")

# Upper limit: random mixtures of mono- and divalent ions
rng = np.random.default_rng(7)
trials = 500
ratios = []
for _ in range(trials):
    amounts = 10 ** rng.uniform(-8, -2, 4)
    mixture_sum = equilibrium_ions([1, 2, -1, -2], amounts)[1]
    ratios.append(debye_length(mixture_sum) / lam)
assert max(ratios) < 1.0
print(f"random ion mixtures tried: {trials}")
print(f"longest Debye length among them / pure water: {max(ratios):.4f}")

# Sensitivity to Kw, and the ion content a 1 mm Debye length would need
lam_double = debye_length(equilibrium_ions([], [], 2 * Kw)[1])
assert abs(lam_double / lam - 2 ** -0.25) < 1e-8
print(f"Debye length if Kw were doubled: {lam_double / um:.3f} um")
c_mm = brentq(lambda c: debye_length(2 * c) - 1e-3, 1e-14, 1e-4, xtol=1e-18)
assert abs(c_mm / (c_w * (lam / 1e-3)**2) - 1) < 1e-6
print(f"concentration of each ion for 1 mm: {c_mm:.2e} mol/m^3")
print(f"pure water holds more by a factor: {c_w / c_mm:.2e}")
print("PASS")
```

It prints:

```
temperature: 298.15 K
relative permittivity (input): 78
ion product Kw (input): 1.0e-08 mol^2/m^6
thermal voltage kB*T/e: 25.69 mV
H+ concentration in pure water: 1.000e-04 mol/m^3
number density of each ion: 6.022e+19 1/m^3
Debye length of pure water: 0.959 um = 959 nm
Bjerrum length: 0.719 nm
Bjerrum length / Debye length: 7.49e-04
ions in a sphere of radius one Debye length: 445
wall 10 mV: reduced wall potential 0.389
wall 10 mV: numerical tail length 0.959 um
wall 10 mV: 1/e distance 0.956 um
wall 100 mV: reduced wall potential 3.892
wall 100 mV: numerical tail length 0.959 um
wall 100 mV: 1/e distance 0.749 um
voltage across each gap: 10 mV
gap 0.1 um: midplane field / (V/L) = 0.9995
gap 1.0 um: midplane field / (V/L) = 0.9560
gap 10.0 um: midplane field / (V/L) = 0.0567
1:1 salt 1e-04 mol/m^3: Debye length 0.6781 um
1:1 salt 1e-03 mol/m^3: Debye length 0.2891 um
1:1 salt 1e+00 mol/m^3: Debye length 0.0096 um
strong acid 1e-03 mol/m^3: H+ 1.010e-03 mol/m^3
strong acid 1e-03 mol/m^3: Debye length 0.3017 um
random ion mixtures tried: 500
longest Debye length among them / pure water: 0.9973
Debye length if Kw were doubled: 0.806 um
concentration of each ion for 1 mm: 9.20e-11 mol/m^3
pure water holds more by a factor: 1.09e+06
PASS
```
